Threading density required in a continuously relaxing graded buffer

Consider a square piece of a growing film, of side L, whose misfit with the substrate needs relief along one direction only. One misfit dislocation running right across the square shifts the material above it by a small distance b_e at right angles to the line. Spread over the side L, this shift relieves a strain b_e/L. The line is drawn by a threading segment, the part of the dislocation that rises through the film to the surface. Gliding sideways at speed v, a thread needs a time L/v to cross the square, and N threads together draw Nv/L complete lines per second. They relieve strain at the rate

(Nv/L)(b_e/L) = (N/L²) b_e v.

If growth adds misfit strain at the rate S, the residual strain stays constant when N/L² = S/(b_e v). A film with misfit in both in-plane directions needs a second set of threads, equally dense, running at right angles to the first. The total density is then 2S/(b_e v).

In a graded buffer the composition, and with it the misfit, changes steadily with height. Let z be the height above the substrate, h the film thickness and f(z) = Gz the misfit, where G is the grading rate in strain per unit thickness. The film grows at the rate R = dh/dt, so the misfit at the surface rises at the rate

S = d(Gh)/dt = GR.

The density required is therefore expected to be

ρ = 2GR/(b_e v).

Three points need closer attention: the value of b_e, the fact that the misfit lines lie at many heights, and the meaning of a fixed speed. Misfit, relief and residual strain are counted as positive magnitudes, so the argument serves for compression and tension alike. Strains are small, and the substrate is thick enough to remain unstrained.

Take a film of diamond or zincblende structure on a (001) surface, with cubic lattice parameter a. A typical glide plane has the unit normal n = (1, 1, 1)/√3. It meets the surface along u = (1, −1, 0)/√2, the direction of the misfit line. The in-plane direction perpendicular to the line is e = (1, 1, 0)/√2. A Burgers vector lying in the glide plane is

b = (a/2)(1, 0, −1), with length b = a/√2.

Its component along the line is b·u = a/(2√2) = b/2, so the angle between the Burgers vector and the line is 60°. The component that relieves misfit is

b_e = b·e = a/(2√2) = b/2.

The remaining component, of size a/2 = b/√2, is vertical. The squares of the three components add to b²/4 + b²/4 + b²/2 = b², as they must.

The relief rate can also be found from the area that a thread sweeps. If the glide plane makes an angle φ with the surface, a thread through a layer of thickness H has length H/sin φ when it lies in the plane perpendicular to its misfit line. Moving at speed v along that line, it sweeps area at the rate vH/sin φ. Plastic strain is swept area times the symmetric part of the product of b and n, divided by volume. For one thread in a layer of surface area A, the strain rate along e is

(1/(AH)) (vH/sin φ) (b·e)(n·e) = b_e v/A,

because n·e = sin φ. The thickness H cancels. A misfit line at any height thus gives the same relief to all the material above it, and none to the material below.

Each of the four glide planes offers two Burgers vectors of the 60° kind, which makes eight slip systems. The two vectors on one plane have opposite components along u, so the shears containing that component cancel. The remaining shear, between e and the vertical, cancels against the plane inclined the other way. With all eight systems equally populated, half the threads serve each in-plane direction, and the plastic strain rates are

in plane, both directions: b_e ρv/2
vertical: −b_e ρv.

The three normal components sum to zero, because glide conserves volume. Adding the eight tensors numerically from their crystal vectors gave these same components and no shear.

The relief is spread over height, because a graded film takes up new misfit lines as it thickens. Let s = h − z be the depth below the surface, and let e(s) now denote the residual elastic strain at that depth. Steady relaxation means that the profile e(s) moves upward with the surface without changing its form. The relief present at height z is the misfit less the residual strain,

δ(z, h) = Gz − e(h − z).

Moving up by dz raises the relief by b_e times the number of lines met, counted per unit width. For one array, the number of lines per unit width and unit height is therefore

n_L = (1/b_e) ∂δ/∂z = [G + e′(s)]/b_e.

The sign is positive because s falls as z rises. Since e decreases with depth, e′ is negative and the lines are sparser in the strained zone than deep in the film. The density n_L cannot be negative if every line relieves misfit, so the strain cannot fall off with depth faster than G. When it falls at just that rate, the upper zone contains no misfit lines.

Integration over the film gives the line length per unit area in one array,

M(h) = ∫₀ʰ n_L dz = (1/b_e)[Gh + e(h) − e(0)],

where e(0) is the strain at the surface and e(h) is what remains of the profile at the substrate. Differentiation gives

dM/dh = [G + e′(h)]/b_e.

Once the film is much thicker than the strained zone, e′(h) is negligible and dM/dh = G/b_e. The form of the profile no longer affects this net rate. For a surface strain of 0.1% decaying exponentially over 500 nm, with G = 0.4% per µm, the numerically integrated line content between 4 and 5 µm grew at G/b_e to within one part in a thousand.

Two arrays are needed, so the total line length per area, Λ = 2M, has to grow at the rate

dΛ/dt = 2(dM/dh)(dh/dt) = 2GR/b_e.

The threads supply this length. Misfit lines already drawn are assumed to stay in place. At a fixed height n_L must then never fall as the film grows, which requires that e(s) nowhere become steeper with depth. The exponential profile above meets this condition, but it serves only to illustrate the bookkeeping. Its slope at the surface is half of G, so half of the new line would have to be laid at the surface itself, where a thread has no length and no force to draw it. A profile that glide can produce has an upper zone free of misfit lines. No line has to be removed, each mobile thread adds v of line per unit time, and

dΛ/dt = ρv,

where v is the mean speed of the mobile threads and ρ counts those threads alone. Equating the two rates gives

ρ = 2GR/(b_e v) = 4GR/(bv),

the second form being for 60° dislocations. At fixed v the required density is proportional to the growth rate times the grading rate. Neither the thickness already grown nor the misfit already reached appears, because material below the strained zone needs no further relief, and the zone itself keeps its form as it moves up with the surface.

The law can also be read as a statement about time. If the final misfit F is prescribed, the growth takes t = F/(GR), and

ρ = 2F/(b_e vt).

For a given final misfit and glide speed, the density depends on how long the threads have to travel, whether that time is gained by growing more slowly or by grading more gently. The two choices differ in cost: gentler grading makes a thicker film, while slower growth does not.

The two arrays need not glide equally fast. Each must relieve GR by itself, so ρ₁ = GR/(b_e v₁) and ρ₂ = GR/(b_e v₂), and the total is

ρ = (GR/b_e)(1/v₁ + 1/v₂).

The slower array needs the more threads. If v₂ becomes very small, the required density grows without limit, however fast the other array may be, because relief along one axis cannot replace relief along the other.

For a numerical case take a = 0.55 nm, R = 0.5 nm/s, G = 0.4% per µm and v = 20 µm/s. The Burgers vector has length 0.55 nm/√2 = 0.3889 nm, and b_e = 0.1945 nm. The strain supply rate is

GR = (4 × 10⁻⁶ nm⁻¹)(0.5 nm/s) = 2 × 10⁻⁶ s⁻¹,

and the required density is

ρ = 2(2 × 10⁻⁶ s⁻¹)/[(0.1945 nm)(2 × 10⁴ nm/s)] = 1.03 × 10⁻⁹ nm⁻².

Since 1 cm² is 10¹⁴ nm², this is 1.03 × 10⁵ cm⁻². Doubling either the growth rate or the grading rate, with the glide speed held at 20 µm/s, gives 2.06 × 10⁵ cm⁻².

A density that is required is not yet a density that is present. Suppose v is truly fixed and the actual density is ρ_a. The residual strain ε then changes at the rate

dε/dt = GR − b_e ρ_a v/2 = GR(1 − ρ_a/ρ).

With half the required density, strain builds up at 1 × 10⁻⁶ s⁻¹ and gains 0.1% in 1000 s. Glide can restore the balance in two ways: sources add threads, or the greater stress drives the existing ones faster. At fixed speed, the first way settles at the required density only if threads are also lost, since any surplus would otherwise remain.

The first response was simulated with individual threads in a periodic square of side 1 mm. Each thread moved at fixed speed, and relief was counted from its crossings of 20 evenly spaced scan lines per array. Threads vanished at random at a rate of 0.01 s⁻¹. In each array new ones appeared at a rate of 2.6 × 10⁴ s⁻¹ per unit of residual strain in excess of 0.05%. The density was not prescribed. Averaged from 1500 to 4500 s, it settled at 1.027 × 10⁵ cm⁻², against 1.029 × 10⁵ cm⁻² from the formula. Doubling the growth rate gave 2.060 × 10⁵ cm⁻², against 2.057 × 10⁵ cm⁻², and tripling the grading rate gave 3.089 × 10⁵ cm⁻², against 3.086 × 10⁵ cm⁻².

Tripling the source strength and doubling the loss rate left the density at 1.027 × 10⁵ cm⁻². Once a steady state is reached, sources and losses affect the strain at which the balance is struck, but not the density that balances it at fixed speed. They also decide whether it is reached in time. The loss rate of 0.01 s⁻¹ is about 80 times the rate of escape at the wafer edge estimated below. With losses as slow as that escape, the same sources overshoot to nearly twice the required density, threads of fixed speed relieve more than the misfit, and the balance is not reached within 10⁴ s of growth. With one array twice as fast, the result was 7.72 × 10⁴ cm⁻², which agrees with the factor (1 + 1/2)/2 = 3/4 from the formula for unequal speeds. The simulation contains no elastic forces between dislocations. It tests the counting of relief and the feedback through the sources, not the value of the glide speed.

The second response appears when the density is pinned, with sources and losses both negligible. Let the speed follow v = v₀(ε/ε₀)^m, with temperature held fixed and ε taken as the strain that drives glide. A steady state requires

b_e ρ_a v₀(ε/ε₀)^m/2 = GR.

Everything on the left except ε is constant, so two steady states with supplies (GR)₁ and (GR)₂ are related by

ε₂/ε₁ = [(GR)₂/(GR)₁]^(1/m).

For m = 1, doubling the supply raises the driving strain from 0.1% to 0.2% while the density stays where it was. Integrating the strain equation in time from 0.1% led to this value. The steady state is stable, because a small excess of strain speeds up the threads and so removes itself. In this regime the density present does not follow GR; the strain does. The proportional law then still gives the right density if the new, higher speed is inserted, but that speed is no longer fixed.

Holding v fixed while G is changed therefore takes some care. Suppose the strain falls linearly from e(0) at the surface to zero, with slope G. The strained zone has depth e(0)/G, and the driving force on a thread is proportional to the area under the profile,

∫ e ds = e(0)²/(2G),

less the resistance of the misfit line being drawn. At the same surface strain, a steeper grading gives a thinner strained zone and a smaller total force. The thread in that zone is shorter too, and its speed depends on the force per unit length. The part of this due to the strain corresponds to the mean strain e(0)/2, whatever the grading. The resistance of the misfit line, however, varies only logarithmically with the depth of the line, so on a shorter thread it takes away more per unit length. The net force per unit length is therefore smaller under a steeper grading, and equal surface strain is not the same condition as equal glide speed.

The numbers chosen above are round ones, in the regime of silicon–germanium buffers grown on silicon by chemical vapour deposition. A grading of 10% germanium per µm gives roughly 0.4% misfit per µm, and threading densities of order 10⁵ to 10⁶ cm⁻² have been measured in such buffers. The model value falls at the lower end of that range, but this is weak evidence for the model, since the glide speed was chosen and not calculated. One assumption that does not hold in such buffers is that of constant speed. A film 5 µm thick ends at a misfit of 2%, which corresponds to roughly half germanium, and the activation energy for glide falls as germanium is added.

To see the size of this effect, let v be proportional to exp(−U/kT) at T = 1100 K, with stress and prefactor held fixed. A drop of 0.3 eV in U, a rough figure for this composition range, raises the speed by a factor of about 24. The required density falls by the same factor, from 1.03 × 10⁵ to about 4 × 10³ cm⁻². Threads needed in the lower part of the buffer may then be more than the upper part requires. They do not disappear for that reason alone; with too many threads, the residual strain falls until they slow down.

Temperature acts in the same way. With U = 2.2 eV and the stress unchanged, growth at 1090 K instead of 1100 K raises the required density by a factor of 1.24. A comparison of growth rates made at slightly different temperatures can therefore mistake a change of mobility for an effect of growth rate.

Blocked threads enter differently. If a fraction p of all threads is immobile, the mobile ones are a fraction 1 − p of the total, and the total density must be

ρ_total = ρ/(1 − p).

With p = 0.5 this is 2.06 × 10⁵ cm⁻². A count of all threads after growth includes the blocked ones, so it may exceed the density that was doing the work. If p itself rises with grading rate, the total density grows faster than GR even though the mobile density obeys the law.

There is also a starting period. A residual strain of 0.1% is reached, without any relief, after 0.1%/(0.4% per µm) = 250 nm of growth. If the steady state has this surface strain, the starting period lasts at least this long, because any relief along the way can only delay the rise in strain. It takes up one twentieth of the 5 µm film or more, and the steady balance does not apply to it. With elastic constants close to those of silicon, the force on a thread at 250 nm is still smaller than the resistance of the misfit line. Glide can begin only near 300 nm, at a surface strain of about 0.12%, so for the linear profile at this grading the round figure of 0.1% is slightly too low.

The balance fixes how many threads must be moving at any moment, but not how long each one lasts. Growth of 5 µm takes 10⁴ s, in which a thread at 20 µm/s would travel 20 cm. On a wafer of radius R_w = 10 cm, only a thread that ran along a full diameter could go so far. The mean chord of the wafer along any direction is its area divided by its width,

πR_w²/(2R_w) = πR_w/2 = 15.7 cm.

If the threads gliding in each direction are spread evenly over the wafer, they leave through the edge at the rate v divided by this chord. The whole population must then be replaced 20/15.7 = 1.27 times during growth for this reason alone. An even spread of each sense of glide taken separately requires new threads to start at the edge. A thread that starts at a random point along its chord has on average only half that chord to go. For sources spread evenly over the wafer, which favours the long chords, the mean path is 8R_w/(3π) = 8.5 cm and the number of replacements rises to about 2.4.

Threads may also annihilate when they meet. As a rough scale, let a thread glide straight through stationary, randomly placed threads and count an encounter whenever it passes within r = 100 nm of one. Over a path ℓ it examines an area 2rℓ, so the chance of no encounter is exp(−2rρℓ) and the mean path is

1/(2rρ) = 1/[2(10⁻⁵ cm)(1.03 × 10⁵ cm⁻²)] = 0.49 cm.

The 20 cm of travel contains about 40 such paths. If each encounter removed the thread, the sources would have to renew the population some 40 times. Threads with like Burgers vectors do not annihilate, the other threads also move, and r was simply chosen, so this is an order of magnitude and not a bound. If a good share of such encounters did remove threads, loss and renewal would be far more frequent than escape at the edge. Annihilation leaves the required density at a given speed unchanged, because the remaining threads must still draw line at the rate 2GR/b_e. What it changes is the demand on the sources, and hence the residual strain needed to keep them active.

For design, a lower grading rate or growth rate reduces the threading density the buffer needs, provided that glide speed and blocked fraction are held fixed. Raising the glide speed through temperature has the same effect at an unchanged growth rate, as long as the added heat does not roughen the surface or otherwise block the threads. If the density is pinned, heating lowers the residual strain instead. If the density required at a given glide speed falls during growth, the mobile density can follow it only if surplus threads leave, annihilate or become blocked. The inputs and further values are collected in the numerical output below.

Table of computed values

```
Lattice parameter: 0.550 nm
Burgers vector length: 0.3889 nm
Relieving edge component: 0.1945 nm
Growth rate: 0.500 nm/s
Growth rate, converted: 1.80 um/h
Grading rate: 0.400 % misfit/um
Glide speed: 20.0 um/s
Strain supply rate: 2.000e-06 1/s
Required mobile density: 1.029e+05 cm^-2
Density, doubled growth rate: 2.057e+05 cm^-2
Density, doubled grading rate: 2.057e+05 cm^-2
Simulation, base: 1.027e+05 cm^-2
  formula: 1.029e+05 cm^-2
Simulation, growth rate x2: 2.060e+05 cm^-2
  formula: 2.057e+05 cm^-2
Simulation, grading x3: 3.089e+05 cm^-2
  formula: 3.086e+05 cm^-2
Simulation, source x3, loss x2: 1.027e+05 cm^-2
  formula: 1.029e+05 cm^-2
Simulation, one array speed x2: 7.716e+04 cm^-2
  formula: 7.714e+04 cm^-2
Film thickness: 5.00 um
Final misfit: 2.00 %
Growth time: 10000 s
Residual surface strain: 0.100 %
Start-up thickness: 250 nm
Pinned density, doubled supply, strain: 0.200 %
Temperature: 1100 K
Glide activation energy: 2.20 eV
Temperature decrease considered: 10 K
Density factor after this decrease: 1.237
Activation-energy drop considered: 0.30 eV
Speed factor from this drop: 23.7
Blocked fraction considered: 0.50
Total density with blocking: 2.057e+05 cm^-2
Glide distance during growth: 20.00 cm
Wafer radius: 10.0 cm
Mean wafer chord: 15.71 cm
Edge replacements per thread: 1.27
Capture distance considered: 100 nm
Mean encounter path: 0.486 cm
Encounter paths per growth run: 41.1
```
